\section*{The Landau--Pekar polaron: trial functions, radial solution, stability and energy bounds, part 2}

The Landau--Pekar functional of the strong-coupling Fr\"ohlich polaron is minimised with exponential and Gaussian trial functions and by solving the radial problem. Is the radial solution a minimum, and is its energy the polaron ground-state energy? In atomic units ($\hbar=e=m_e=4\pi\epsilon_0=1$), with band mass $m$, LO-phonon frequency $\omega$ and crystal volume $\Omega$,
\begin{equation}
H=\frac{p^2}{2m}+\sum_{\mathbf q}\omega\,a^\dagger_{\mathbf q}a_{\mathbf q}
+\sum_{\mathbf q}\left(V_q a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+\text{h.c.}\right),\qquad
|V_q|^2=\frac{2\pi\omega}{\kappa\,\Omega q^2},
\end{equation}
where $1/\kappa=1/\varepsilon_\infty-1/\varepsilon_0$. The coupling constant is $\alpha=\kappa^{-1}\sqrt{m/2\omega}$, so $m/\kappa^2=2\alpha^2\omega$; the length unit is $a_P=\kappa/m$.

For a normalised electron function $\psi$ times its best phonon state, $E=T+E_{\rm lat}+E_{\rm int}=T-J/2\kappa$, with kinetic energy $T=\int|\nabla\psi|^2d^3r/2m$, lattice energy $E_{\rm lat}=J/2\kappa$, interaction energy $E_{\rm int}=-J/\kappa$ and phonon number $E_{\rm lat}/\omega$. For spherical $\psi$, $u=\sqrt{4\pi}\,r\psi$ and
\begin{equation}
\Phi(r)=\frac1r\int_0^ru^2dr'+\int_r^\infty\frac{u^2}{r'}dr',\qquad
J=\int_0^\infty\Phi u^2dr=\frac2\pi\int_0^\infty\rho_q^2\,dq ,
\end{equation}
where $\rho_q$ is the form factor of $|\psi|^2$. Stationarity requires
\begin{equation}
-\frac{\nabla^2\psi}{2m}-\frac{\Phi}{\kappa}\psi=\epsilon\psi,\qquad\text{or}\qquad -\frac{u''}{2m}-\frac{\Phi}{\kappa}u=\epsilon u,\quad u(0)=u(\infty)=0 .
\label{eq:el}
\end{equation}
The well Hamiltonian is $H_\psi=p^2/2m-\Phi/\kappa$. Solutions obey
\begin{equation}
\frac{J}{\kappa}=4T ,
\label{eq:vir}
\end{equation}
hence $E=-T$ and $\epsilon=-3T$. Removing the electron costs $-\epsilon$ with the lattice frozen (vertical) and $-E$ with it relaxed.

The optimised exponential $e^{-r/a}$, $a=16a_P/5$, gives $E_{\exp}=-0.09766\,\alpha^2\omega$ and rms radius $5.5426\,a_P$; the Gaussian $e^{-r^2/2b^2}$, $b=3.7599\,a_P$, gives $E_{\rm G}=-0.10610\,\alpha^2\omega$ and $4.6050\,a_P$. Self-consistent iteration (SCF) on a radial grid of spacing $h$, extrapolated assuming an $h^2$ error, gives $E=-0.1085128\,\alpha^2\omega$ and $\epsilon=-0.1627692\,m/\kappa^2$. For $m=\kappa=1$ the tail has $u'/u\to-k$ with $k^2=-2\epsilon$, so $k=0.57056/a_P$. An accompanying program tests the results.

\subsection*{Radial solution by shooting}

For $m=\kappa=1$ define $S=\sqrt{8\pi}\,\psi$ and $V=2(\epsilon+\Phi)$. Equation \eqref{eq:el} becomes $\nabla^2S=-VS$, and Poisson's equation $\nabla^2\Phi=-4\pi\psi^2$ becomes $\nabla^2V=-8\pi\psi^2=-S^2$. The eigenvalue has disappeared. If $(S,V)$ is a solution, so is $(\lambda^2S(\lambda r),\lambda^2V(\lambda r))$, because both sides of each equation scale as $\lambda^4$. Since $\langle V\rangle=2(\epsilon+J)=2T>0$ and $V$ decreases outward ($\Phi'=-r^{-2}\int_0^ru^2dr'<0$), $V(0)$ is positive. One may therefore fix $V(0)=1$ with $S'(0)=V'(0)=0$, leaving $S(0)$ as the only parameter. A small $S(0)$ lowers $V$ slowly, and $S$ reaches a node; a large $S(0)$ drives $V$ negative early, and $S$ turns upward before reaching zero. The program asserts these behaviours at $S(0)=0.5$ and $2.0$, and bisection finds the nodeless decaying solution at $S(0)=1.0886371$.

The physical norm is $\int S^2r^2dr=8\pi\int\psi^2r^2dr=2$, and $N=\int S^2r^2dr$ scales as $\lambda^4\lambda^{-3}=\lambda$, so $\lambda=2/N$. Outside the density $V=V_\infty+N/r$, hence $V_\infty=V+rV'$, and $\Phi(\infty)=0$ gives $\epsilon=\lambda^2V_\infty/2$:
\begin{equation}
\lambda=\frac{2}{3.6187012}=0.5526845,\qquad
\epsilon=\frac{0.5526845^2\,(-1.0657313)}{2}=-0.1627692\ \frac{m}{\kappa^2}.
\end{equation}
The weight of the density is $4\pi\psi^2r^2dr=\tfrac12S^2r^2dr$, so $T=\tfrac{\lambda^3}{4}\int S'^2r^2dr$ and, from $\Phi=V/2-\epsilon$, $J=\tfrac{\lambda^3}{4}\int VS^2r^2dr-\epsilon$. These give $J/T=4.000000$ and $E=-0.1085128\,\alpha^2\omega$. The two routes agree within the asserted $10^{-7}\,m/\kappa^2$, which also checks the $h^2$ extrapolation.

Relative to this radial value the exponential lies $10.00\%$ higher and the Gaussian $2.22\%$ higher. The rms radius of the solution is $4.6352\,a_P$, close to the Gaussian's. The Gaussian has the correct flat core and a tail that falls too fast; the exponential has a spurious cusp, and its decay rate $5/(16a_P)$ is well below $k$.

\subsection*{Is it a minimum?}

Write $\psi=\psi_0+\delta$ and expand $E-\epsilon(\langle\psi|\psi\rangle-1)$, which equals $E$ on normalised states, to second order; normalisation makes a real $\delta$ orthogonal to $\psi_0$ at leading order. An imaginary $\delta=i\chi$ changes the density only by $\chi^2$ and contributes $\langle\chi|H_{\psi_0}-\epsilon|\chi\rangle\ge0$, because $\epsilon$ is the lowest level. For real $\delta$ the density is $\psi_0^2+2\psi_0\delta+\delta^2$. The second-order part of $-J/2$ is $-\int\Phi\delta^2$ from the cross term of $\psi_0^2$ with $\delta^2$, plus $-\tfrac12$ times the self-integral of $2\psi_0\delta$. The change of energy is $\langle\delta|L|\delta\rangle$ with
\begin{equation}
L\delta=(H_{\psi_0}-\epsilon)\delta-2\psi_0(\mathbf r)\int\frac{\psi_0(\mathbf r')\delta(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r' .
\end{equation}
For $\delta=Y_{lm}f(r)/r$ with real harmonics, the multipole expansion replaces the kernel by $\frac{4\pi}{2l+1}r_<^l/r_>^{l+1}$, and the two factors $\psi_0=u/\sqrt{4\pi}r$ remove the $4\pi$:
\begin{equation}
L_lf=\left[-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}-\Phi-\epsilon\right]f-\frac{2u(r)}{2l+1}\int_0^\infty\frac{r_<^l}{r_>^{l+1}}\,u(r')f(r')\,dr' .
\end{equation}
Differentiating \eqref{eq:el} with respect to $z$ gives $L\,\partial_z\psi_0=0$, and $\partial_z\psi_0=\psi_0'\cos\theta$ corresponds to $l=1$ with $f\propto u'-u/r$. This zero mode is a rigid translation. The lowest eigenvalues of the unconstrained operators $L_l$ cannot fall with $l$. Replacing $f$ by $|f|$ leaves the local terms unchanged and can only lower the kernel term, since $u$ and the kernel are positive; and for $|f|$, going from $l+1$ to $l$ lowers the centrifugal term and enlarges the kernel pointwise. Hence $\langle f|L_{l+1}|f\rangle>\langle|f|\,|L_l|\,|f|\rangle$. The ordering is used only for $l\ge1$. For $l=0$ the variation must be orthogonal to $u$, which $|f|$ is not, and the unconstrained $L_0$ is negative on $u$ itself, $\langle u|L_0|u\rangle=-2J$; that channel is therefore diagonalised separately with the constraint. Since the kernel is strictly positive, an $f$ that changes sign is strictly improved by $|f|$, so a lowest eigenfunction of $L_l$ has one sign. Two such functions cannot be orthogonal, so the lowest eigenvalue is simple, and if the translation mode is the lowest for $l=1$, every other $l=1$ direction lies above zero.

Diagonalised on a grid with $h=0.08\,a_P$ in the box of $40\,a_P$, the lowest values for $l=0$ (orthogonal to $u$), $1$, $2$, $3$ are $0.0469$, $0.0000$, $0.1012$, $0.1314$ in $m/\kappa^2$ (the last digit of the $l=3$ value depends on grid and box, so only $0.131$ is significant), and the $l=1$ eigenvector is tested to be $u'-u/r$. With the ordering in $l$, the radial solution is a local minimum against all distortions, up to translations and a global phase (the direction $\chi\propto\psi_0$, on which the imaginary-variation term vanishes). That it is also the global minimum of the functional is a theorem which is not proved here and which none of the numbers uses.

\subsection*{What the number is and where it fails}

A product state is a trial state for $H$, so $-0.1085\,\alpha^2\omega$ is an upper bound to the Fr\"ohlich ground-state energy. A second bound comes from the Lee--Low--Pines state $U|f\rangle/\sqrt\Omega$, with $U=\exp(-i\mathbf r\cdot\sum\mathbf q\,a^\dagger_{\mathbf q}a_{\mathbf q})$ and $|f\rangle$ a coherent state. Under $U$, $\mathbf p\to\mathbf p-\sum\mathbf q\,a^\dagger a$ and $a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}\to a_{\mathbf q}$, and $\mathbf p$ gives zero on the constant electron function. Normal ordering gives $\langle(\sum\mathbf q\,a^\dagger a)^2\rangle=(\sum\mathbf q|f_{\mathbf q}|^2)^2+\sum q^2|f_{\mathbf q}|^2$, whose first term vanishes for isotropic $|f_{\mathbf q}|^2$. Each mode is again a displaced oscillator, now with frequency $\omega+q^2/2m$, and
\begin{equation}
E_{\rm LLP}=-\sum_{\mathbf q}\frac{|V_q|^2}{\omega+q^2/2m}=-\frac{\omega}{\pi\kappa}\int_0^\infty\frac{dq}{\omega+q^2/2m}=-\frac{\omega}{\pi\kappa}\cdot\frac\pi2\sqrt{\frac{2m}{\omega}}=-\alpha\omega .
\end{equation}
The Pekar bound is the lower one only for $\alpha>1/0.1085128=9.216$. Below that it is certainly not the ground-state energy. It is not just above the crossing either: Feynman's path-integral variational bound, quoted here and not derived, is $-11.9\,\omega$ at $\alpha=9.216$ and is still below the Pekar value at $\alpha=20$ ($-45.3\,\omega$ against $-43.4\,\omega$). The crossing of two upper bounds says nothing about a transition in the true ground state, which lies at or below both. That the Pekar value is the exact coefficient of $\alpha^2$ as $\alpha\to\infty$ is again a theorem quoted without proof.

The product form lets the lattice see only the mean density and leaves out any correlation of the electron with the fluctuations of the lattice about its mean displacement. A heuristic criterion for this, not derived here, is that electronic excitations lie far above $\omega$. In the frozen well the $2p$ level lies at $-0.1904\,\alpha^2\omega$ and the $1s$--$2p$ gap is $0.1351\,\alpha^2\omega$, so the condition is $0.1351\,\alpha^2\gg1$. Independently, the continuum model needs a radius large against the lattice constant.

\subsection*{Worked example}

Take round model parameters $m=1.0\,m_e$, $\varepsilon_\infty=2.0$, $\varepsilon_0=10.0$, $\hbar\omega=0.020$ eV. Then $1/\kappa=0.5-0.1$, so $\kappa=2.500$, and
\begin{align}
\alpha^2&=\frac{1}{2.5^2}\cdot\frac{27.21139}{2\times0.020}=108.846,\qquad \alpha=10.4329,\\
\alpha^2\hbar\omega&=108.846\times0.020\ \text{eV}=2.17691\ \text{eV},\\
a_P&=2.5\times0.529177\ \text{\AA}=1.3229\ \text{\AA}.
\end{align}
The value of $\alpha$ is tested against the SI formula. The three energies are
\begin{align}
E_{\exp}&=-0.09766\times2.17691\ \text{eV}=-0.2126\ \text{eV},\\
E_{\rm G}&=-0.10610\times2.17691\ \text{eV}=-0.2310\ \text{eV},\\
E&=-0.1085128\times2.17691\ \text{eV}=-0.2362\ \text{eV}=-0.008681\ \text{hartree},
\end{align}
with rms radii $7.332$, $6.092$ and $4.6352\times1.3229=6.132$ \AA. For the radial solution $T=0.2362$ eV, $E_{\rm lat}=0.4724$ eV, $\epsilon=-0.7087$ eV and $E_{\rm int}=-0.9449$ eV. The phonon number is $0.4724/0.020\approx23.6$. Vertical removal of the electron costs $0.7087$ eV and relaxed removal $0.2362$ eV, both within the product ansatz.

The frozen-well gap is $0.2942$ eV, about $14.7\,\hbar\omega$, so the heuristic adiabatic condition is met by an order of magnitude, which does not yet make the product-state energy accurate. The Lee--Low--Pines bound is $-10.4329\times0.020=-0.2087$ eV. At this coupling the Pekar bound is only modestly lower, and the exponential barely improves on $-\alpha\hbar\omega$; the statement derived here about the Fr\"ohlich model is that its ground-state energy lies at or below $-0.2362$ eV. This bound is not tight: Feynman's bound at this coupling is about $-14.4\,\hbar\omega=-0.29$ eV, so the product state misses at least $18\%$ of the binding energy. A radius of $6$ \AA\ is of the order of one or two lattice constants (roughly $4$ to $6$ \AA\ in simple ionic crystals), so the continuum description is marginal for a real solid. A wavevector cutoff alone matters little at this radius: dropping the modes above $\pi/a_{\rm lat}$ from the $q$-space integral at fixed $\psi$ raises the energy by about $0.1\%$ for $a_{\rm lat}=4$ \AA\ and $3\%$ for $6$ \AA, and relaxing $\psi$ can only reduce this. The effects of band non-parabolicity, phonon dispersion and short-range coupling are not estimated here. At fixed $\omega$, raising $\alpha$ through $m$ or $1/\kappa$ improves the adiabatic condition and shrinks $a_P=\kappa/m$, which worsens the continuum one.

The program that carries out the tests, and its output, follow below.

\section*{Calculated quantities}
\begin{verbatim}
energies in alpha^2 w, lengths in a_P = kappa/m
exp: width 3.2000 a_P, rms radius 5.5426 a_P
exp: T 0.09766, E_lat 0.19531, E_int -0.39063, E -0.09766
exp: energy above exact by 10.00 %
gau: width 3.7599 a_P, rms radius 4.6050 a_P
gau: T 0.10610, E_lat 0.21221, E_int -0.42441, E -0.10610
gau: energy above exact by 2.22 %
25/256 = 0.09766, 1/(3 pi) = 0.10610
exp: <H> -0.2930, lowest level in own well -0.3028
gau: <H> -0.3183, lowest level in own well -0.3205
SCF E at h=0.04 a_P -0.10852039, h=0.02 a_P -0.10851470
SCF extrapolated: E -0.1085128, T 0.1085128, E_lat 0.2170256
SCF extrapolated: eps -0.3255384, E_int -0.4340512
SCF ratios 1 : 2.000000 : 3.000000 : 4.000000
SCF E -0.0542564 m/kappa^2, eps -0.1627692 m/kappa^2, rms 4.6352 a_P
shooting: S(0) 1.0886371, V(inf) -1.0657313, norm 3.6187012, lambda 0.5526845
shooting: E -0.1085128, eps -0.3255384, J/T 4.000000, rms 4.6352 a_P
tail: k 0.57056 1/a_P; u'/u at 25 a_P -0.4985, formula -0.4986 1/a_P
lowest Hessian values l=0..3 (m/kappa^2): 0.0469, 0.0000, 0.1012, 0.1314
frozen well: 2p level -0.1904, 1s-2p gap 0.1351
crossing with -alpha w at alpha = 9.216
example: m 1.0 m_e, eps_inf 2.0, eps_0 10.0, hbar w 0.020 eV
hartree 27.21139 eV, bohr 0.529177 angstrom
kappa 2.500, alpha 10.4329, alpha^2 108.846
alpha^2 hbar w 2.17691 eV, m/kappa^2 4.35382 eV, a_P 1.3229 angstrom
exp: E -0.2126 eV, width 4.233 angstrom, rms 7.332 angstrom
gau: E -0.2310 eV, width 4.974 angstrom, rms 6.092 angstrom
exact: E -0.2362 eV = -0.008681 hartree, rms 6.132 angstrom
exact: T 0.2362 eV, E_lat 0.4724 eV
exact: eps -0.7087 eV, E_int -0.9449 eV
phonon number 23.62
1s-2p gap 0.2942 eV = 14.71 hbar w
weak-coupling bound -alpha hbar w -0.2087 eV
\end{verbatim}
